Plane-wave sums and integration error on Monkhorst–Pack grids

In a face-centred cubic s band with nearest-neighbour hopping t = 1.0 eV, the Brillouin-zone average of the squared band energy is 12 eV². Eight equally weighted k-points of the 2×2×2 Monkhorst–Pack grid, built on the primitive vectors of Remark 1 below, give exactly 12 eV². Eight points with the same spacing, placed so that one of them is Γ, give 24 eV². Both numbers follow from what each grid does to a single plane wave exp(ik·R).

**Conventions.** The primitive vectors a₁, a₂, a₃ and the reciprocal vectors b₁, b₂, b₃ obey a_i·b_j = 2πδ_ij. A lattice vector is R(n) = n₁a₁ + n₂a₂ + n₃a₃ with integer n_i. A wave vector is k = u₁b₁ + u₂b₂ + u₃b₃, and Γ means k = 0 modulo reciprocal lattice vectors, that is, all u_i integer. For a positive integer q,

u_r = (2r − q − 1)/(2q),  r = 1, …, q.

The Monkhorst–Pack (MP) grid is the set of q³ points whose coordinates u_i each run over these values, with equal weights 1/q³. S(R) is the grid average of exp(ik·R).

**Theorem.** (a) S(R(n)) = 0 unless every n_i is a multiple of q. (b) If n_i = q m_i for all i, then

S = (−1)^[(q+1)(m₁+m₂+m₃)],

which is +1 for odd q and (−1)^(m₁+m₂+m₃) for even q. (c) The grid contains Γ if and only if q is odd.

The components of R meant here are the integers n_i in the basis dual to the b_j on which the grid is built, not Cartesian components (Remark 1).

**Lemma 1 (shape of the grid).** The u_r are spaced by 1/q, obey u_(q+1−r) = −u_r, and satisfy |u_r| < 1/2. Modulo 1 they equal the Γ-centred set {0, 1/q, …, (q−1)/q} for odd q, and that set shifted by 1/(2q) for even q.

Proof. Raising r by one raises the numerator by 2, hence u by 1/q. Replacing r by q+1−r gives the numerator 2q + 2 − 2r − q − 1 = −(2r − q − 1). The largest value is u_q = (q−1)/(2q) < 1/2, and the smallest is its negative. For odd q, u_r = [r − (q+1)/2]/q. For even q, u_r = [r − q/2 − 1]/q + 1/(2q). In each case the bracket runs over q consecutive integers and so meets every residue modulo q once. ∎

**Lemma 2 (factorisation).** S(R(n)) = s_q(n₁) s_q(n₂) s_q(n₃), with

s_q(ν) = (1/q) Σ_(r=1..q) exp(2πi u_r ν).

Proof. By duality, k·R = Σ_ij u_j n_i (b_j·a_i) = 2π(u₁n₁ + u₂n₂ + u₃n₃). The exponential is a product of three factors, each depending on one index, and the three indices run independently, so the triple sum is a product of three sums. ∎

**Lemma 3 (the one-dimensional sum).** For real ν that is not a multiple of q,

s_q(ν) = sin(πν) / [q sin(πν/q)],

and for integer m, s_q(mq) = (−1)^[m(q+1)].

Proof. Put w = exp(2πiν/q). Since 2πu_rν = 2πrν/q − πν(q+1)/q,

s_q(ν) = (1/q) exp[−iπν(q+1)/q] Σ_(r=1..q) w^r.

If ν is not a multiple of q then w ≠ 1, and the geometric series is w(w^q − 1)/(w − 1). The identity e^(2iα) − 1 = 2i e^(iα) sin α gives

w^q − 1 = 2i exp(iπν) sin(πν),
w − 1 = 2i exp(iπν/q) sin(πν/q).

The phases collect to iπν times

−(q+1)/q + 2/q + 1 − 1/q = (−q − 1 + 2 + q − 1)/q = 0,

which leaves the ratio of sines. If ν = mq, each term is exp[iπm(2r − q − 1)] = exp(2πimr) exp[−iπm(q+1)] = (−1)^[m(q+1)], the same for every r, so the average has this value. ∎

For q = 2 the points are ±1/4, and s₂(n) for n = 0, …, 4 is +1, 0, −1, 0, +1. For q = 3 the points are −1/3, 0, 1/3, and s₃(n) is +1 at n = 0, 3, 6 and zero between.

**Proof of the theorem.** (a) If an integer n_i is not a multiple of q, then sin(πn_i) = 0 while sin(πn_i/q) ≠ 0, so that factor of Lemma 2 vanishes. (b) The three signs of Lemma 3 multiply and their exponents add; q + 1 is even for odd q and odd for even q. (c) Because |u_r| < 1/2, the only integer that a coordinate can equal is 0. This needs r = (q+1)/2, an integer exactly when q is odd. ∎

With different q_i along the three axes the proof is unchanged: the sign is the product of (−1)^[(q_i+1)m_i], and Γ is present only if all q_i are odd. For the Γ-centred grid u = r/q, r = 0, …, q−1, the sum is (w^q − 1)/(w − 1) = 0 for integer ν not divisible by q, and every term is 1 for ν = mq, so the surviving value is always +1. The MP sign at even q is the phase of the shift, exp[2πi·mq/(2q)] = (−1)^m.

**Corollary (integration error).** Let f(k) = Σ_R f_R exp(ik·R) with Σ|f_R| finite. The zone average of f is f₀, and

⟨f⟩_grid − f₀ = Σ_(m≠0) (−1)^[(q+1)(m₁+m₂+m₃)] f_(R(qm)).

Proof. The function f is periodic in the reciprocal lattice. The Brillouin zone can be cut into pieces that reciprocal translations reassemble into the cell 0 ≤ u_i < 1, and the map from u to k has a constant Jacobian, so the zone average is the integral over the unit cube of u. The integral of exp(2πiun) over one period is 1 for n = 0 and 0 otherwise; absolute convergence allows integration term by term, which leaves f₀. The grid average is a finite sum of convergent series, equal to Σ_R f_R S(R), and the theorem evaluates S. ∎

The grid is therefore exact when f has no components on the nonzero superlattice vectors R(qm), or when these cancel. An absolutely summable series converges uniformly to a continuous function, so the assumption fails for a discontinuous integrand, such as the zero-temperature occupation of a metal. The theorem concerns single plane waves and is untouched by this.

**Remark 1 (Cartesian components).** For fcc with cube edge a,

a₁ = (a/2)(0,1,1),  a₂ = (a/2)(1,0,1),  a₃ = (a/2)(1,1,0),
b₁ = (2π/a)(−1,1,1),  b₂ = (2π/a)(1,−1,1),  b₃ = (2π/a)(1,1,−1).

The vector (a,0,0) has the even components (2,0,0) in units of a/2. It equals −a₁ + a₂ + a₃, so n = (−1,1,1) and S = 0 at q = 2.

**Remark 2 (supercell).** A Bloch state obeys ψ(r + R) = exp(ik·R)ψ(r). On the grid, translation by q a_i gives exp(2πi q u_r) = (−1)^(q+1). Conversely, exp(2πiqu) = (−1)^(q+1) has exactly q solutions modulo 1, so these are the u_r. For independent particles in a fixed periodic potential, the levels on the grid are the spectrum of the supercell with edges q a_i, periodic along each edge for odd q and antiperiodic along each edge for even q.

**Remark 3 (symmetry).** A point operation maps the reciprocal lattice onto itself, so it acts on u by an integer matrix with an integer inverse. For odd q the grid is all triples of multiples of 1/q modulo 1, which such a matrix permutes. For even q the grid is all triples with every 2q·u_i odd, a property unchanged by adding integers to u. In simple cubic, with the cube edges as basis, the matrices are signed permutations, odd stays odd, and the symmetry is kept. In fcc the point u = (1,1,1)/(2q) has k = (2π/a)(1,1,1)/(2q). A quarter turn about z, (x,y,z) → (−y,x,z), sends it to b₁/(2q), that is u = (1,0,0)/(2q), which is off the grid. Even fcc grids built on the basis of Remark 1 therefore lack this fourfold axis. An even grid depends on the choice of primitive vectors: built on a₁, a₂, a₂ − a₃, the grids with q = 2 and q = 4 keep the fourfold axis about z and lose those about x and y.

**Example 1: the fcc s band.** The model is E(k) = −t Σ_d exp(ik·d) over the twelve neighbours d = ±a_i, ±(a_i − a_j) with i < j, with the round values t = 1.0 eV and a = 4.0 Å, so |d| = a/√2 = 2.83 Å. The phase factors exp(ik·d) of the four vectors (a/2)(±1,±1,0) sum to 4c_x c_y with c_x = cos(k_x a/2), and likewise in the other planes:

E = −4t (c_x c_y + c_y c_z + c_z c_x).

E has no R = 0 component, so its zone average is 0. In E² = t² Σ_(d,d′) exp[ik·(d + d′)], the vector d + d′ vanishes only for the twelve pairs d′ = −d, so the zone average is 12t² = 12 eV².

For q = 2 the superlattice vectors are 2L with L a lattice vector. A nonzero L has |L| ≥ |d|, and |d + d′| ≤ 2|d| with equality only for d′ = d. The only aliased components of E² are thus the twelve vectors 2d, of length 5.66 Å, each with coefficient t². For d = ±a_i the sum m₁+m₂+m₃ is ±1 and the MP sign is −1; for d = ±(a_i − a_j) the sum is 0 and the sign is +1. Each kind has six vectors:

MP: 12t² + (6 − 6)t² = 12 eV²,
Γ-centred: 12t² + 12t² = 24 eV².

The point energies show the same directly. At u = ±(1,1,1)/4 all three angles k a/2 are ±π/4 with a common sign, each product is 1/2, and E = −6.0 eV (two points). At u = (−1,1,1)/4, k = (2π/a)(3,−1,−1)/4, the angles are 3π/4, −π/4, −π/4, the products are −1/2, +1/2, −1/2, and E = +2.0 eV; permutation of the axes and inversion give six such points. Then (2·36 + 6·4)/8 = 12. The Γ-centred grid has −12.0 eV at Γ, where all cosines are 1. It has 0 at (½,0,0), its permutations and (½,½,½), where all angles are ±π/2. It has +4.0 eV at (½,½,0) and its permutations, where the cosines are 1, 1, −1. Then (144 + 3·16)/8 = 24.

The MP result at q = 2 is a cancellation within the star of 2d, not the vanishing of each term, and it depends on the basis. In the primitive basis a₁, a₂, a₂ − a₃ the integer components of ±a₃ and ±(a₁ − a₂) sum to 0 and those of the other eight neighbours to ±1, so the grid gives 12t² + (4 − 8)t² = 8 eV². For q = 3, |3L| ≥ 3|d| > 2|d|, nothing is aliased, and the grid gives 12 eV². For q = 1 the grid is Γ alone, all 144 pairs count with +1, and the result is 144 eV².

**Example 2: a gapped chain.** Each cell has two sites, with hopping t₁ inside the cell and t₂ between cells, 0 < t₂ < t₁. The 2×2 Bloch Hamiltonian has zero diagonal and off-diagonal elements of modulus |t₁ + t₂z|, z = exp(2πiu), so the lower band is

E(u) = −|t₁ + t₂z| = −√(t₁² + t₂² + 2t₁t₂ cos 2πu).

With cos 2θ = 1 − 2 sin²θ and θ = πu, the radicand is (t₁+t₂)²(1 − μ sin²θ), μ = 4t₁t₂/(t₁+t₂)². Since E is even in u and du = dθ/π,

c₀ = −(2/π)(t₁+t₂) 𝐄(μ),  𝐄(μ) = ∫₀^(π/2) √(1 − μ sin²θ) dθ.

**Lemma 4.** Let x = t₂/t₁, E = Σ c_n zⁿ, and β_j = (½)(½−1)…(½−j+1)/j!, β₀ = 1. Then c_(−n) = c_n, and for n ≥ 1 the sign of c_n is (−1)ⁿ, with

t₁ xⁿ |β_n| √(1−x²) ≤ |c_n| ≤ t₁ xⁿ |β_n|.

Proof. On |z| = 1 the conjugate of z is 1/z, so E = −t₁(1+xz)^½ (1+x/z)^½. Both binomial series converge absolutely for x < 1. The power zⁿ comes from pairing z^(j+n) in the first with z^(−j) in the second:

c_n = −t₁ xⁿ [β_n + Σ_(j≥1) β_(j+n) β_j x^(2j)].

The symmetry z ↔ 1/z gives c_(−n) = c_n. From β_(j+1)/β_j = (½−j)/(j+1) and β₁ = ½, the sign of β_j is (−1)^(j+1) for j ≥ 1 and |β_j| decreases. Each term of the sum has sign (−1)^(j+n+1)(−1)^(j+1) = (−1)ⁿ, opposite to β_n, which gives the upper bound once the sum is shown smaller than |β_n|. Its size is at most |β_n| Σ_(j≥1)|β_j| x^(2j). In the series of √(1−y) every term with j ≥ 1 is β_j(−y)^j = −|β_j| y^j, so that sum equals 1 − √(1−x²) < 1. The bracket keeps the sign (−1)^(n+1) of β_n and at least the fraction √(1−x²) of its size. ∎

In one dimension the corollary pairs m with −m. The sign of the m-th term is (−1)^[m(q+1)] (−1)^(mq) = (−1)^[m(2q+1)] = (−1)^m, so

MP error = 2 Σ_(m≥1) (−1)^m |c_(mq)|.

Lemma 4 gives |c_(n+q)|/|c_n| ≤ x^q/√(1−x²), which is below 1 for x < 1/√2. In that range the alternating series has decreasing terms, and the error lies between −2|c_q| and 0 for every q. For the Γ-centred grid with even q all signs are +1 and all c_(mq) are positive, so its error is positive.

Take the round values t₁ = 1.0 eV, t₂ = 0.5 eV, so x = 0.5 and μ = 2/2.25 = 0.8889. A standard numerical routine for the complete elliptic integral gives 𝐄(μ) = 1.11374, and c₀ = −(2/π)(1.5)(1.11374) = −1.0635 eV. The coefficients, from 400-point Gauss–Legendre quadrature of ∫E(u) cos(2πnu) du over one period, are c₁ = −0.2419, c₂ = +0.0292, c₃ = −0.0072, c₄ = +0.0022 eV, with c₅ and c₆ entering below through −2|c_q|. Direct averages of E(u_r), with errors relative to c₀, are in eV:

q  mean   error   −2|c_q|
1  −1.5000  −0.4365  −0.4838
2  −1.1180  −0.0545  −0.0584
3  −1.0774  −0.0138  −0.0143
4  −1.0679  −0.0043  −0.0044
5  −1.0651  −0.0015  −0.0015
6  −1.0641  −0.0006  −0.0006

For q = 2, cos(±π/2) = 0 and both points give −√1.25 = −1.1180 eV, so the error is −1.1180 + 1.0635 = −0.0545 eV. The series gives −2c₂ + 2c₄ − 2c₆ = −0.0584 + 0.0044 − 0.0006 = −0.0546 eV, and the next term is positive. The Γ-centred points u = 0 and ½ give −1.5 and −0.5 eV, mean −1.0000 eV, error +0.0635 eV. By Lemma 1, in one dimension the two even grids together form the Γ-centred grid of 2q points; in three dimensions their union holds only 2q³ of the (2q)³ points. The mean of −1.1180 and −1.0000 is −1.0590 eV, the Γ-centred value for q = 4, with error +0.0045 eV: the odd-m terms have cancelled and 2c₄ leads.

For q = 4 the points ±1/8 and ±3/8 give −√(1.25 ± cos(π/4)), that is −1.3990 and −0.7368 eV, each twice. By Remark 2 these are the lower levels of a ring of four cells whose closing bond has reversed sign.

The factor xⁿ in Lemma 4 makes the error fall exponentially with q while the gap 2(t₁ − t₂) at u = ½ is open. At t₁ = t₂ = t the band is −2t cos πu on |u| ≤ ½, with a kink at the zone edge. Writing cos πu cos 2πnu as half the sum of cos[(2n+1)πu] and cos[(2n−1)πu] and integrating over |u| ≤ ½ gives

c_n = −(2t/π)(−1)ⁿ [1/(2n+1) − 1/(2n−1)] = (−1)ⁿ 4t / [π(4n² − 1)].

These coefficients are still absolutely summable, so the corollary holds, but the error of this model then falls only as 1/q².

Numbers in the example were calculated in double precision.
